\section*{Marcus inversion at nondegenerate semiconductor and metal electrodes}

\section*{Question}

An electrode passes one electron to a dissolved acceptor, $\mathrm{A}+e^-\to\mathrm{A}^-$. Marcus theory says that a single electron transfers more slowly once its driving force exceeds the reorganization energy. Why can this fall of the rate be seen at a nondegenerate semiconductor, while at a metal the rate rises to a plateau?

\section*{One electron: where the inversion comes from}

Let the electron have energy $E$ in the electrode and let $E_0$ be the formal level of the acceptor. Its driving force is $g=E-E_0$, positive when transfer is downhill. Describe the solvent by one classical coordinate $q$, with free energies before and after transfer
\begin{equation}
U_i=\lambda q^2,\qquad U_f=\lambda(q-1)^2-g .
\end{equation}
The reorganization energy $\lambda$ is the cost of moving the solvent from one minimum to the other without transferring the electron. The equal curvatures express a linear solvent response.

The coupling $V$ is taken as weak, so that Fermi's golden rule applies: transfer requires the gap between the two surfaces to vanish. That gap is
\begin{equation}
U_f-U_i=\lambda-g-2\lambda q .
\end{equation}
In the initial state $q$ has the Boltzmann weight $e^{-\lambda q^2/kT}$, a Gaussian of mean zero and variance $kT/2\lambda$. The gap is linear in $q$, so it is Gaussian too, with mean $\lambda-g$ and variance $(2\lambda)^2kT/2\lambda=2\lambda kT$. Its probability density at zero gives the rate
\begin{equation}
w(g)=\frac{2\pi}{\hbar}V^2G(\lambda-g),\qquad
G(y)=\frac{e^{-y^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}} .
\end{equation}
The surfaces cross at $q^*=(\lambda-g)/2\lambda$, at a height $\lambda q^{*2}=(\lambda-g)^2/4\lambda$ above the initial minimum. This barrier vanishes at $g=\lambda$. For $g>\lambda$ the crossing lies on the far side of the initial minimum, $q^*<0$, and the barrier grows again. This is the inverted region.

Seen from the electrode, the acceptor takes electrons most readily from the energy $E=E_0+\lambda$, within a window of standard deviation $\sigma=\sqrt{2\lambda kT}$. Whether the total rate falls depends on whether occupied states remain in this window.

\section*{All electrons: the slope follows the occupation}

Measure energies from a reference $E_{\rm ref}$: the surface conduction-band edge $E_c$ for a semiconductor, the Fermi level $\mu$ for a metal. Write $E=E_{\rm ref}+u$ and $x=E_{\rm ref}-E_0$. The driving force of an electron is then $g=x+u$. With $D(u)$ the density of occupied states weighted by the squared coupling, the forward rate is, up to a constant,
\begin{equation}
R(x)=\int D(u)\,G(\lambda-x-u)\,du .
\label{eq:R}
\end{equation}
Here $D$ is held fixed relative to $E_{\rm ref}$ while $x$ changes. Since $G$ depends on $x+u$, its derivatives with respect to $x$ and $u$ are equal. Integration by parts gives
\begin{equation}
\frac{dR}{dx}=\int D\,\frac{\partial G}{\partial u}\,du
=-\int D'(u)\,G(\lambda-x-u)\,du .
\label{eq:slope}
\end{equation}
The boundary terms vanish because either $D$ or $G$ is zero at each limit. The rate therefore rises with $x$ when the window sees an occupation that decreases with energy, and falls when it sees one that increases. A band edge supplies such an increase at its lower side. A metal with a nearly constant coupled density has none near its Fermi level.

\section*{The metal: a continuum refills the window}

Take a deep filled band with constant coupled density, $D=D_0f(u)$, where $f=1/(e^{u/kT}+1)$. Then
\begin{equation}
\frac{1}{D_0}\frac{dR}{dx}=\int[-f'(u)]\,G(\lambda-x-u)\,du>0 ,
\end{equation}
because both factors are positive. As $x\to\infty$ the window lies among filled states, $f=1$, and $R\to D_0$: this is the plateau. At $x=\lambda$, the evenness of $G$ and the identity $f(u)+f(-u)=1$ give $R=D_0/2$.

The Gaussian is still present in the slope. The slope is the distribution of $x=\lambda-u-y$, where $u$ is drawn from $-f'$ and $y$ from $G$. Both have mean zero, so the slope is centred at $\lambda$. Their variances add, and that of $-f'$ is
\begin{equation}
\int u^2(-f')\,du=4\int_0^\infty u f\,du
=4(kT)^2\frac{\pi^2}{12}=\frac{\pi^2(kT)^2}{3} .
\end{equation}
The first step uses the evenness of $-f'$ and one integration by parts. The slope thus has variance $2\lambda kT+\pi^2(kT)^2/3$. A metal hides the inversion in its rate but keeps it in the derivative.

For $x$ well above $\lambda$, electrons at the Fermi level are themselves inverted and slow. The reaction is carried by electrons lying on average $x-\lambda$ deeper, whose driving force is near $\lambda$.

\subsection*{How wide must the filled band be?}

Let the occupied states fill a box $-W<u<0$ of constant coupled density, with thermal rounding ignored. Then $D'=D_0[\delta(u+W)-\delta(u)]$, and (\ref{eq:slope}) gives
\begin{equation}
\frac{dR}{dx}=D_0\left[G(\lambda-x)-G(\lambda-x+W)\right].
\end{equation}
It vanishes when the two arguments are opposite, $x-\lambda=\lambda-x+W$, so the maximum lies at
\begin{equation}
x_{\max}=\lambda+\frac W2 .
\end{equation}
A metal with a narrow occupied band would also invert. What matters is the width of the occupied distribution compared with $\sigma$ and with the accessible driving force. A coupled density that decreases with depth would likewise tilt the metallic plateau downward, and the flat plateau holds only for a constant one. For the $\lambda$ and $T$ of the example below, a free-electron band with a Fermi energy of 5.5 eV gives a rate at $x=1.6$ eV of 0.98 of its maximum. Adding tunnelling through a rectangular barrier 4 eV high and 5 \AA{} wide, which favours the higher electrons, lowers this to about 0.6. Such a tilt is still far weaker than the fall found at a band edge.

\section*{The semiconductor: a thermal packet at an edge}

For a parabolic band the density of states is $A\sqrt{\varepsilon}$, where $\varepsilon=E-E_c\ge0$. If $E_c-\mu\gg kT$, the occupation is $e^{(\mu-E_c-\varepsilon)/kT}$ and the surface electron density is
\begin{equation}
n_s=A\,\Gamma(\tfrac32)(kT)^{3/2}e^{(\mu-E_c)/kT}
\equiv N_c\,e^{(\mu-E_c)/kT} .
\end{equation}
The normalized energy distribution does not depend on $\mu$:
\begin{equation}
p(\varepsilon)=\frac{2}{\sqrt\pi}\frac{\sqrt\varepsilon}{(kT)^{3/2}}e^{-\varepsilon/kT}.
\end{equation}
The current density therefore factors into $J=e\,n_s[\mathrm A]\,k(x)$. With energy-independent coupling absorbed in a ceiling $K$,
\begin{equation}
\frac{k(x)}{K}=\int_0^\infty p(\varepsilon)\,
e^{-(\lambda-x-\varepsilon)^2/4\lambda kT}\,d\varepsilon .
\end{equation}
Expand the square as $(x-\lambda)^2+2(x-\lambda)\varepsilon+\varepsilon^2$. The terms linear in $\varepsilon$, including the one from $p$, combine to
\begin{equation}
-\frac{\varepsilon}{kT}\left[1+\frac{x-\lambda}{2\lambda}\right]
=-\frac{\varepsilon}{s\,kT},\qquad s=\frac{2\lambda}{\lambda+x}.
\end{equation}
Without the $\varepsilon^2$ term the integral is $s^{3/2}$. To first order that term contributes $-\langle\varepsilon^2\rangle/4\lambda kT$, with $\langle\varepsilon^2\rangle=\frac{15}{4}(s\,kT)^2$ in the modified distribution. Hence
\begin{equation}
\frac{k}{K}\simeq e^{-(x-\lambda)^2/4\lambda kT}\,s^{3/2}
\left[1-\frac{15kT}{16\lambda}s^2\right].
\label{eq:k}
\end{equation}
Setting the logarithmic derivative of the leading part to zero gives
\begin{equation}
-\frac{x-\lambda}{2\lambda kT}-\frac{3}{2(\lambda+x)}=0
\quad\Rightarrow\quad x_{\max}\simeq\lambda-\tfrac32kT ,
\end{equation}
where $\lambda+x\simeq2\lambda$ was used. The shift is the mean thermal energy, which already supplies part of the driving force. Beyond the maximum the packet has passed above the window, and the gap below it holds no electrons to take its place.

\subsection*{What has to be varied}

An ordinary current--voltage curve does not show this maximum. With band edges pinned at the surface, the applied potential moves $\mu$ relative to $E_c$ and changes $n_s$, while $x$ stays fixed. The forward current then grows as $e^{\mu/kT}$ even for an inverted couple. To look for inversion one divides $J$ by $e\,n_s[\mathrm A]$ and compares couples of different $E_0$, or shifts the band edges. Nondegeneracy makes this division simple. Weak degeneracy need not remove the inversion, since a slightly filled band is still narrow.

\section*{What can close the inverted region}

\textbf{Reverse transfer.} Injection from $\mathrm A^-$ into an empty state at $\varepsilon$ has the barrier $(\lambda+x+\varepsilon)^2/4\lambda$, which equals the forward barrier plus $x+\varepsilon$. Summing over the band gives, at equal concentrations of $\mathrm A$ and $\mathrm A^-$,
\begin{equation}
\frac{\text{reverse}}{\text{forward}}=\frac{N_c}{n_s}e^{-x/kT}.
\end{equation}
Since $N_c/n_s=e^{(E_c-\mu)/kT}$, this ratio is $e^{-(\mu-E_0)/kT}$: reverse transfer is negligible once $\mu$ lies several $kT$ above $E_0$, and it balances the forward rate at equilibrium, even for an inverted couple. At the fixed $n_s$ of the example below it matters only at small $x$, not in the inverted region.

\textbf{The valence band.} It is a filled continuum, and at large $x$ it plays the part of the metal. An electron at depth $\varepsilon$ below its edge has driving force $x-E_g-\varepsilon$, hence barrier $(a+\varepsilon)^2/4\lambda$ with $a=\lambda-x+E_g$. For $a\gg\sigma$, dropping $\varepsilon^2$ and integrating over the filled parabolic band gives the effective density $N_v(2\lambda/a)^{3/2}e^{-a^2/4\lambda kT}$. With the same $K$ for both bands, equate this to $n_s s^{3/2}e^{-(x-\lambda)^2/4\lambda kT}$. Since $a=E_g-(x-\lambda)$,
\begin{equation}
a^2-(x-\lambda)^2=E_g^2-2E_g(x-\lambda)=4\lambda kT\,L ,
\end{equation}
\begin{equation}
x_v=\lambda+\frac{E_g}{2}-\frac{2\lambda kT}{E_g}L,\quad
L=\ln\left[\frac{N_v}{n_s}\left(\frac{\lambda+x_v}{a}\right)^{3/2}\right].
\end{equation}
A wide gap is therefore needed for a wide inverted region.

\textbf{Fast molecular vibrations.} Let a mode of quantum $\hbar\omega\gg kT$ carry a part $\lambda_f$ of $\lambda$. Its initial ground state, seen from the displaced final oscillator, has a Poisson distribution of quanta with mean $S=\lambda_f/\hbar\omega$. Leaving $n$ quanta in the product lowers the driving force left for the solvent by $n\hbar\omega$. In $w(g)$ one therefore replaces
\begin{equation}
G(\lambda-g)\to\sum_n e^{-S}\frac{S^n}{n!}\,
G_{\rm slow}(\lambda-\lambda_f+n\hbar\omega-g),
\end{equation}
where $G_{\rm slow}$ has variance $2(\lambda-\lambda_f)kT$. For an inverted electron, channels with $n>0$ can bring the argument nearer zero and soften the fall.

\section*{Numbers}

The example takes $\lambda=0.80$ eV, $T=298.15$ K, $E_g=3.30$ eV, $K=10^{-17}$ cm$^4$/s and 10 mmol/L of acceptor, or $6.02\times10^{18}$ cm$^{-3}$. Doping of $10^{16}$ cm$^{-3}$ and a band bending of 0.20 eV give $n_s=10^{16}e^{-0.20/0.02569}=4.16\times10^{12}$ cm$^{-3}$. The metal is given the same $\lambda$, so that the comparison isolates occupation.

\begin{center}
\begin{tabular}{ccccc}
$x$ & barrier & $k$ & $J$ & metal rate\\
(eV) & (eV) & (cm$^4$/s) & ($\mu$A/cm$^2$) & / plateau\\
0.4 & 0.05 & $2.1\times10^{-18}$ & 8.4 & 0.027\\
0.8 & 0 & $9.7\times10^{-18}$ & 39 & 0.500\\
1.2 & 0.05 & $1.0\times10^{-18}$ & 4.0 & 0.973\\
1.6 & 0.20 & $2.2\times10^{-21}$ & 0.0090 & 0.9999
\end{tabular}
\end{center}

For $x=1.6$ eV, (\ref{eq:k}) has $s=1.6/2.4=0.667$ and
\begin{equation}
\frac kK\simeq e^{-0.20/0.02569}(0.667)^{3/2}(0.987)
=2.2\times10^{-4},
\end{equation}
in agreement with the direct thermal average in the table. That average has its maximum at $x=0.762$ eV, where $\lambda-\frac32kT=0.761$ eV. The values at 0.4 and 1.2 eV differ by a factor of two although their edge barriers are equal: thermal energy above the edge lowers the barrier on the normal side and raises it on the inverted side.

At the metal with $x=1.6$ eV, the reacting electrons lie on average 0.80 eV below the Fermi level. Those within $3kT$ of it carry a fraction $1.3\times10^{-4}$ of the rate. The slope of the metal curve is centred at 0.800 eV with standard deviation 0.208 eV, against $\sigma=0.203$ eV for one electron.

Occupied boxes of width 0.1, 0.5, 1.0 and 5.0 eV, with a thermally rounded top, give rates at $x=1.6$ eV of 0.001, 0.09, 0.85 and 1.00 of their maxima. The inversion disappears from this range of $x$ as the filled band widens.

The valence band takes over at $x_v=0.80+1.65-0.19=2.26$ eV, with $L\simeq15.6$. In this classical model the inverted region thus extends from about 0.76 to 2.26 eV. The upper end is a formal limit: the current there is only about $2\times10^{-10}$ $\mu$A/cm$^2$, the fast mode considered below moves it to about 2.5 eV, and a span of 1.5 eV exceeds the 1.23 V thermodynamic stability window of water. At 0.4 eV the reverse rate would be 13\% of the forward rate at equal concentrations, so the listed forward currents presume little $\mathrm A^-$.

\section*{Comparison with real electrodes}

The parameters are illustrative, chosen with moderately doped n-type wide-gap oxide electrodes and aqueous outer-sphere couples in mind; they describe no particular material. Real surfaces can break the assumption of an empty gap. Gap states can capture conduction electrons and pass them on from lower energy. If capture limits this path, its flux is $n_s\sigma_tvN_t$, with $\sigma_t$ the capture area, $v$ the mean thermal speed and $N_t$ the density of available traps. It equals the direct flux $n_sk[\mathrm A]$ when
\begin{equation}
N_t=\frac{k[\mathrm A]}{\sigma_tv}.
\end{equation}
For an assumed $\sigma_t=10^{-16}$ cm$^2$ and $v=2.1\times10^7$ cm/s, this is $2.8\times10^9$ cm$^{-2}$ at $x=1.2$ eV and $6\times10^6$ cm$^{-2}$ at 1.6 eV. Against roughly $10^{15}$ surface atoms per cm$^2$, these are severe limits. A capture-limited current does not grow with $[\mathrm A]$, whereas the direct current does. Growth with $[\mathrm A]$ thus speaks against a capture-limited path, but it does not exclude traps whose emptying into the acceptor is the slow step.

Two further assumptions affect the depth of the fall. If 0.10 eV of $\lambda$ belongs to a mode of quantum 0.19 eV, the ratio of $k(1.6\ \mathrm{eV})$ to its maximum rises from $2.3\times10^{-4}$ to $6.1\times10^{-3}$, a factor of 27; the fall remains. Water also has motions with quanta above $kT$, treated here as classical, which would soften the fall further. In a series of couples $\lambda$ also varies. At $x=1.6$ eV, changing it from 0.80 to 0.90 eV lowers the barrier from 0.200 to $0.49/3.6=0.136$ eV and raises the exponential factor about twelvefold. A trend across couples therefore needs $\lambda$ for each of them.

The other estimated corrections are smaller for this example:
\begin{itemize}
\item The surface density is $1.3\times10^{-6}N_c$, so degeneracy there is negligible.
\item The depletion charge drops about 2 mV (2.3 mV for abrupt depletion, 2.1 mV with the full Poisson--Boltzmann charge) across a Helmholtz layer of 10 $\mu$F/cm$^2$, so this charge alone leaves the edges nearly pinned. A change of $10^{12}$ electrons per cm$^2$ in gap states would shift them by 16 mV.
\item A semiclassical estimate puts the electron flux tunnelling just below the surface edge at roughly 0.4 of the flux above it; the exact fraction depends on how the electron wave meets the surface. Supply does not limit the reaction, since $k[\mathrm A]\le60$ cm/s against a thermal collection speed of $5\times10^6$ cm/s; what matters is the electron weight at the surface. For exact waves in a uniform surface field this weight exceeds the classical one by between 0.5\% and about 27\%, depending on the boundary condition. The tunnelling electrons lack on average 7 meV in their motion normal to the surface; with the $kT$ of parallel motion their total energy lies about 20 meV above the edge. The shift in driving force is far less than $\sigma$.
\item If the squared coupling grows linearly with $\varepsilon$, the maximum moves to 0.737 eV, a further shift of about $kT$.
\item The largest tabulated current is 0.4\% of the solution diffusion limit of 9.6 mA/cm$^2$, for a 10 $\mu$m layer and a diffusion coefficient of $10^{-5}$ cm$^2$/s.
\end{itemize}
The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 298.15 K; kT 0.02569 eV
Reorganization energy 0.80 eV; Gaussian sd 0.2028 eV
Gap 3.30 eV; relative permittivity 9.0
Electron, hole mass 0.25, 0.60 m_e
Doping 1.0e+16 cm^-3; band bending 0.20 eV
Surface electron density 4.162e+12 cm^-3
Nc 3.108e+18, Nv 1.155e+19 cm^-3
Surface Fermi level minus band edge -0.347 eV
Acceptor 10.0 mmol/L = 6.022e+18 cm^-3
Rate ceiling K 1.0e-17 cm^4/s
x(eV) barrier(eV) k(cm^4/s) J(uA/cm^2) metal/plateau
0.4 0.050 2.093e-18 8.404e+00 0.02727
0.8 0.000 9.716e-18 3.902e+01 0.50000
1.2 0.050 1.003e-18 4.028e+00 0.97273
1.6 0.200 2.236e-21 8.979e-03 0.99994
Semiconductor maximum at x 0.7620 eV
Maximum k 9.884e-18 cm^4/s
k(1.6 eV)/maximum, classical 2.262e-04
Metal slope: centre 0.8000 eV, sd 0.2081 eV
Metal at 1.6 eV: mean level from Fermi -0.8000 eV
Metal at 1.6 eV: share within 3kT of Fermi 1.276e-04
Occupied width 0.1 eV: rate(1.6 eV)/max 0.0011
Occupied width 0.5 eV: rate(1.6 eV)/max 0.0894
Occupied width 1.0 eV: rate(1.6 eV)/max 0.8507
Occupied width 5.0 eV: rate(1.6 eV)/max 0.9999
Doping/Nc 3.22e-03; surface density/Nc 1.34e-06
Reverse/forward at 0.4 eV, equal conc. 1.293e-01
Valence/conduction rate at 1.6 eV 6.07e-24
Valence takeover: sum 2.256, formula 2.256 eV
Fast mode: quantum 0.19, reorganization 0.10 eV
Fast mode: k(1.6 eV)/maximum 6.080e-03
Peak if squared coupling grows linearly 0.7367 eV
Depletion width 141.0 nm; field 0.0284 MV/cm
Helmholtz capacitance 10.0 uF/cm^2
Helmholtz drop 2.26 mV
WKB flux below/above surface edge 0.393
Mean depth of tunnelling electrons 6.8 meV
Peak reaction speed 59.52 cm/s
Thermal collection speed 5.36e+06 cm/s
Diffusion 1.0e-05 cm^2/s; layer 10.0 um
Solution diffusion limit 9648.5 uA/cm^2
Trap capture area 1.0e-16 cm^2
Rival trap density at 1.2 eV 2.82e+09 cm^-2
Rival trap density at 1.6 eV 6.28e+06 cm^-2
\end{verbatim}
